\section*{Adiabatic Spin-Transfer Torque from Electron States in a Planar Spin Spiral}

\section{A spin that follows perfectly exerts no torque}

A current flows along a ferromagnetic wire whose magnetization turns from place to place. A conduction electron arrives with its spin along the local magnetization and leaves with its spin along a different direction. The angular momentum it has gained must come from the magnetization, which therefore feels a torque. Yet the exchange torque between two spins is proportional to their cross product, and it vanishes if the electron spin stays parallel to the magnetization. The electron must deviate from perfect following, and the deviation must carry the whole torque.

A planar spiral makes this deviation calculable. Let the local spins point along
\begin{equation}
\mathbf n(x)=(\cos qx,\ \sin qx,\ 0),\qquad \partial_x\mathbf n=q\,\mathbf z\times\mathbf n ,
\end{equation}
and let a free electron of mass $m$ and charge $-e$ have the Hamiltonian
\begin{equation}
H=\frac{p^2}{2m}-\frac{\Delta}{2}\,\boldsymbol\sigma\cdot\mathbf n(x),\qquad \Delta>0 .
\end{equation}
Spin-orbit coupling is left out and the spiral is held at rest. Write $\mathbf s=\langle\boldsymbol\sigma\rangle$, so that the electron's angular momentum is $\hbar\mathbf s/2$. From $[\sigma_a,\sigma_b]=2i\epsilon_{abc}\sigma_c$, the exchange term changes it at the rate
\begin{equation}
\frac{1}{i\hbar}\Big\langle\Big[\frac{\hbar}{2}\boldsymbol\sigma,-\frac{\Delta}{2}\boldsymbol\sigma\cdot\mathbf n\Big]\Big\rangle
=-\frac{\Delta}{2}\,\mathbf n\times\mathbf s=\frac{\Delta}{2}\,\mathbf s\times\mathbf n .
\label{eq:torque}
\end{equation}
The local spins receive the opposite torque, $-(\Delta/2)\,\mathbf s\times\mathbf n$.

\section{First derivation: the eigenstates}

\subsection{Solution for one electron}

Turn the spin axes with the spiral by writing
\begin{equation}
\psi=e^{ikx}U\chi,\qquad U=e^{-iqx\sigma_z/2}=\mathrm{diag}(e^{-iqx/2},e^{iqx/2}),
\end{equation}
with $\chi$ a constant spinor. Motion across $x$ adds $\hbar^2k_\perp^2/2m$ to the energy and does not affect the spin. The momentum acts as $p_x\psi=e^{ikx}U\hbar(k-q\sigma_z/2)\chi$. The matrix $\boldsymbol\sigma\cdot\mathbf n$ has off-diagonal elements $e^{\mp iqx}$, which $U^\dagger(\dots)U$ turns into 1, so it becomes $\sigma_x$. Since $(k-q\sigma_z/2)^2=k^2+q^2/4-kq\sigma_z$,
\begin{equation}
H_k=\frac{\hbar^2}{2m}\Big(k^2+\frac{q^2}{4}\Big)-\frac{\hbar^2kq}{2m}\sigma_z-\frac{\Delta}{2}\sigma_x .
\label{eq:hk}
\end{equation}
Position has dropped out. Each $k$ joins the spin-up wave of momentum $\hbar(k-q/2)$ to the spin-down wave of momentum $\hbar(k+q/2)$. As $k$ runs over all real values, every plane wave of either spin is used once, so the set is complete.

The spin part of $H_k$ is $-\tfrac12\boldsymbol\sigma\cdot(\Delta,0,\hbar^2kq/m)$. Its eigenstates have spin parallel ($b=+1$, lower or majority band) or antiparallel ($b=-1$) to that vector:
\begin{align}
E_b&=\frac{\hbar^2}{2m}\Big(k^2+\frac{q^2}{4}\Big)-\frac{b}{2}W,\qquad
W=\sqrt{\Delta^2+\Big(\frac{\hbar^2kq}{m}\Big)^2},\\
s_\parallel&=\frac{b\Delta}{W},\qquad s_z=\frac{b\hbar^2kq}{mW}.
\label{eq:spin}
\end{align}
Back in the laboratory axes, $\mathbf s=s_\parallel\mathbf n+s_z\mathbf z$. The spin leans out of the plane by an angle $\theta$ with $\tan\theta=\hbar^2kq/(m\Delta)$, and the lean reverses with $k$.

\subsection{Torque of one electron}

Inserting this spin in the torque on the local spins leaves the out-of-plane part, because $\mathbf n\times\mathbf n=0$:
\begin{equation}
\mathbf t=-\frac{\Delta}{2}s_z\,\mathbf z\times\mathbf n=-\frac{\Delta s_z}{2q}\,\partial_x\mathbf n
=-\frac{\hbar}{2}\,\frac{\hbar k}{m}\,s_\parallel\,\partial_x\mathbf n .
\label{eq:onetorque}
\end{equation}
The last step uses $\Delta s_z=(\hbar^2kq/m)\,s_\parallel$, which follows from (\ref{eq:spin}) without expansion in $q$.

Two limits show what the formula contains. For small tilt, $s_\parallel\to b$ and the torque no longer depends on $\Delta$: a stronger exchange field acts on a proportionally smaller lean. For $\hbar^2|k|q/m\gg\Delta$ the spin points nearly along $\pm\mathbf z$, and the magnitude of the torque saturates at $\Delta/2$. The electron then passes through the turns too fast to follow them.

\subsection{Sum over electrons}

Let $\langle X\rangle_f$ be the sum of $X$ over states with occupation $f$, divided by the volume. From (\ref{eq:hk}), $\sigma_xH_k\sigma_x=H_{-k}$, so $E_b(k)=E_b(-k)$. An equilibrium occupation $f_0(E)$ weights $k$ and $-k$ equally, and their opposite torques cancel.

Now apply a force $F$ along $x$. With one relaxation time $\tau$ for both bands, the linearized Boltzmann equation is $Fv\,\partial f_0/\partial E=-\delta f/\tau$. At zero temperature it gives
\begin{equation}
\delta f=F\tau\,v\,\delta(E-E_F),\qquad v=\frac{1}{\hbar}\frac{\partial E_b}{\partial k}=\frac{\hbar k}{m}-\frac{\hbar q}{2m}s_z .
\end{equation}
This is odd in $k$, as is the torque, so the product survives. With the particle flow $j_n=\langle v\rangle_{\delta f}$ and the polarization $P$ defined by $Pj_n=\langle(\hbar k/m)s_\parallel\rangle_{\delta f}$, the torque density on the local spins is
\begin{equation}
\boxed{\ \mathbf T=-\frac{\hbar}{2}\,P\,j_n\,\partial_x\mathbf n\ }
\label{eq:result}
\end{equation}
This is the adiabatic torque. By (\ref{eq:onetorque}), it is carried by the out-of-plane spin density
\begin{equation}
\langle s_z\rangle_{\delta f}=\frac{\hbar q}{\Delta}\,P j_n .
\label{eq:szdens}
\end{equation}

For $q\to0$, $v\to\hbar k/m$ and $s_\parallel\to b$. Each band then contributes $F\tau\langle v^2\delta(E-E_F)\rangle$ to the flow. Since $v\,\delta(E-E_F)=-\hbar^{-1}\partial f_0/\partial k$, integration by parts moves the derivative onto $v$ and gives $F\tau n_b/m$, with $n_b$ the density of the band. Hence
\begin{equation}
P\to\frac{n_\uparrow-n_\downarrow}{n_\uparrow+n_\downarrow}.
\end{equation}
Reversing $q$ and $k$ together changes neither average, so $P$ is even in $q$ and its first correction is of order $q^2$.

\section{Second derivation: the spin balance}

The same torque follows without the eigenstates. Let $\mathbf n(x)$ be any slowly varying unit vector, not necessarily a spiral. The kinetic term of the Schr\"odinger equation gives
\begin{equation}
\partial_t(\psi^\dagger\boldsymbol\sigma\psi)\big|_{\rm kin}
=\frac{i\hbar}{2m}\,\partial_x\big[\psi^\dagger\boldsymbol\sigma\,\partial_x\psi-(\partial_x\psi^\dagger)\boldsymbol\sigma\psi\big]
=-\partial_x\,\frac1m\mathrm{Re}\big(\psi^\dagger\boldsymbol\sigma\,p_x\psi\big).
\end{equation}
Spin-independent potentials, whether from the applied field or from impurities, commute with $\boldsymbol\sigma$ and drop out. Multiplying by $\hbar/2$, adding the exchange torque (\ref{eq:torque}) and summing over electrons and over the cross-section gives
\begin{equation}
\partial_t\Big(\frac{\hbar}{2}\mathbf S\Big)+\partial_x\mathbf J=\frac{\Delta}{2}\,\mathbf S\times\mathbf n ,
\label{eq:balance}
\end{equation}
where $\mathbf S$ is the density of $\mathbf s$ and $\mathbf J$ the flow of spin angular momentum along $x$.

Assume a steady state, and assume that the current-induced spin flow is polarized along the local direction, $\mathbf J=(\hbar/2)Pj_n\mathbf n$. Then
\begin{equation}
\frac{\hbar}{2}\big[(\partial_xPj_n)\,\mathbf n+Pj_n\,\partial_x\mathbf n\big]=\frac{\Delta}{2}\,\mathbf S\times\mathbf n .
\end{equation}
The right side has no component along $\mathbf n$, and $\partial_x\mathbf n\perp\mathbf n$, so $Pj_n$ is constant. The remaining term is the torque on the electrons. Its negative acts on the local spins and is (\ref{eq:result}).

The tilt is now a consequence. Taking $\mathbf n\times$ of both sides isolates the transverse spin:
\begin{equation}
\mathbf S_\perp=\frac{\hbar Pj_n}{\Delta}\,\mathbf n\times\partial_x\mathbf n .
\end{equation}
For the spiral $\mathbf n\times\partial_x\mathbf n=q\mathbf z$, which reproduces (\ref{eq:szdens}). The lean is what the exchange field needs in order to turn the passing spins at the rate at which they meet new directions.

\section{What each derivation assumes}

The first derivation needs a perfect spiral and free electrons. In return it gives the spin of every state, holds for a single electron at any $q$, and supplies $P$ once the occupation is known. The second takes $P$ as given and assumes that the spin flow follows $\mathbf n$. It covers any slow texture and any scattering that conserves spin. In the spiral its assumption can be examined. Because $\sigma_x$ and $\sigma_z$ anticommute, an eigenstate has the in-plane spin flow $(\hbar/2)(\hbar k/m)s_\parallel\mathbf n$. It also has a flow of $z$ spin, which is uniform and exerts no torque.

Diagonalizing $H$ on a ring of three turns, with $\Delta=2$ and $q=1.5$ in units $\hbar=m=1$ and without the transformation $U$, tested both routes together. For the states with $|k|\le5$, the energies agreed with $E_b$ within $10^{-9}$, and the exchange torque agreed with the divergence of the spin flow within about $10^{-5}$.

The second derivation also corrects a gap in the first. The Boltzmann occupation ignores the fact that an accelerated electron's lean must change along with $k$. By the $z$ component of (\ref{eq:torque}), this change requires a spin component along $\mathbf z\times\mathbf n$,
\begin{equation}
s_\varphi=-\frac{\hbar}{\Delta}\,\dot s_z\simeq-\frac{b\hbar^2qF}{m\Delta^2},
\end{equation}
for small tilt and $\hbar\dot k=F$. Summed over electrons and divided by (\ref{eq:szdens}), with $Pj_n=F\tau(n_\uparrow-n_\downarrow)/m$, it has relative size $\hbar/(\Delta\tau)$. Taken alone it would give a torque along $\mathbf z$. In a steady state of a uniform spiral, however, $J_z$ does not depend on $x$, so (\ref{eq:balance}) requires the total $z$ torque to vanish. Spin-conserving collisions must cancel the part due to acceleration.

Spin relaxation escapes this cancellation. Add $-(\hbar/2)\mathbf S_\perp/\tau_{sf}$ to the right side of (\ref{eq:balance}). With $\mathbf S_\perp=S_\varphi\,\mathbf z\times\mathbf n+S_z\mathbf z$, the $z$ component reads $0=-(\Delta/2)S_\varphi-(\hbar/2)S_z/\tau_{sf}$. A perpendicular torque of relative size $|S_\varphi/S_z|=\hbar/(\Delta\tau_{sf})$ remains.

\section{Motion of the spiral}

Let the local spins have angular momentum density $L\mathbf n$ and let the spiral drift, $qx\to q(x-ut)$. The time dependence of $U$ adds $(\hbar qu/2)\sigma_z$ to $H_k$, so the lean depends on the velocity relative to the texture:
\begin{equation}
\Delta s_z=\hbar q\Big(\frac{\hbar k}{m}-u\Big)s_\parallel .
\end{equation}
The local spins obey $L\,\partial_t\mathbf n=\mathbf T$ with $\partial_t\mathbf n=-u\,\partial_x\mathbf n$ and $\mathbf T=-(\Delta/2q)\langle s_z\rangle_f\,\partial_x\mathbf n$. Collecting the terms in $u$,
\begin{equation}
\Big(L+\frac{\hbar}{2}\langle s_\parallel\rangle_f\Big)u=\frac{\hbar}{2}\Big\langle\frac{\hbar k}{m}s_\parallel\Big\rangle_f .
\end{equation}
The bracket on the left is the total spin density, $\hbar M_s/(2\mu_B)$ for $g=2$. To leading order in $\theta$ and in $u$ over the Fermi velocity,
\begin{equation}
u=\frac{\mu_BPj}{eM_s},\qquad j=ej_n ,
\end{equation}
directed along the electron flow. This balance was tested by evolving five electrons together with the local spins for a time 10, in units $\hbar=m=1$ with $q=0.7$, $\Delta=2$, $L=4$. The electrons had $k=-0.5,\,0.2,\,0.7,\,1.3$ in the lower band and $-0.9$ in the upper. The spiral drifted uniformly at the predicted $u=0.2244$.

\section{Numbers for a metallic wire}

Take $\Delta=2.0$ eV, a Fermi energy 3.0 eV above the midpoint of the band bottoms, the free-electron mass, and a half turn in 100 nm, so $q=0.0314\ \mathrm{nm^{-1}}$. A majority electron moving along $x$ at the Fermi level leans by
\begin{equation}
\theta\simeq\frac{0.0762\times10.25\times0.0314}{2.0}=0.0123\ \mathrm{rad}.
\end{equation}
For an electron of the same wavenumber, the tilt would reach $45^\circ$ at $1/q=0.0762\times10.25/2.0=0.39$ nm, so this texture is slow. The band densities give $P=(18.17-6.42)/(18.17+6.42)=0.478$. The spiral lowers $P$ by a fraction $3\times10^{-5}$. At $q=0.2$ and $0.4\ \mathrm{nm^{-1}}$ the fractions are $1.23\times10^{-3}$ and $4.88\times10^{-3}$, close to the factor of four expected of a $q^2$ law.

For $j=10^8\ \mathrm{A/cm^2}=10^{12}\ \mathrm{A/m^2}$, with $\hbar/2e=3.29\times10^{-16}$ V\,s,
\begin{equation}
|\mathbf T|=3.29\times10^{-16}\times0.478\times10^{12}\times3.14\times10^{7}\simeq4.9\times10^3\ \mathrm{J/m^3}.
\end{equation}
The mean $s_z$ per electron is $1.25\times10^{-6}$, about $10^4$ times smaller than the lean of a single electron at the Fermi level. Opposite momenta nearly cancel. By (\ref{eq:szdens}), what remains is smaller by $P$ times the ratio of mean drift velocity to Fermi velocity. With $M_s=800$ kA/m and $\mu_B/e=5.79\times10^{-5}\ \mathrm{m^2/s}$,
\begin{equation}
u=\frac{5.79\times10^{-5}\times0.478\times10^{12}}{8.0\times10^{5}}\simeq35\ \mathrm{m/s},
\end{equation}
so the spiral advances by a half turn in 2.9 ns.

The magnetization and the length of the turn suit a permalloy nanowire, but the free-electron bands and the splitting of 2 eV are model choices. At given lifetimes the perpendicular torque ratio and the small lean of an electron of given $k$ grow as $1/\Delta$. The net spin $\langle s_z\rangle_{\delta f}$ at fixed current follows $P/\Delta$ and hardly changes in these bands. With $\Delta=0.25$ eV the same bands would give $P$ of only 0.06, so for a real alloy $P$ must come from its actual bands and scattering. The two spin species also need not share a lifetime: doubling the majority lifetime raises $P$ to 0.70 and, at fixed $j$ and $M_s$, $u$ to about 51 m/s. At fixed electron density and fixed $\Delta$, thermal smearing at 300 K changes $P$ by less than $10^{-4}$ of its value; the thermal decrease of the splitting and of the magnetization is not included. For a rough spin-flip time of 0.1 ps the perpendicular torque is 0.3\% of the adiabatic one. Permalloy's short spin diffusion length, about 5 nm, points to 0.01 to 0.02 ps and thus to a few percent at $\Delta=2$ eV, and to more if the splitting is smaller. The acceleration ratio $\hbar/(\Delta\tau)$ is 0.068 for a resistivity of 30 $\mu\Omega$\,cm, but this is the size of one of two cancelling parts. Joule heating is about 75 K/ns without cooling, so such a current suits short pulses.

For a damped texture under a sustained current, the assumption that matters most is the absence of magnetic anisotropy. In a domain wall of width parameter $\lambda$, the magnetization makes an angle $\vartheta(x)$ with the easy axis, with $\partial_x\vartheta=\sin\vartheta/\lambda$. If the wall plane is rotated by $\varphi$ towards a hard axis, the hard-axis field $B_K$ has the component $-B_K\sin\vartheta\sin\varphi\cos\varphi$ normal to that plane. It turns the magnetization within the plane at the rate $\gamma B_K\sin\vartheta\,|\sin2\varphi|/2$, while the current turns it at $u\sin\vartheta/\lambda$. For the appropriate sign of $\varphi$ the two cancel at every $x$, and the wall can stand still as long as
\begin{equation}
u\le u_c=\frac{\gamma B_K\lambda}{2},
\end{equation}
where $\lambda$ is the width parameter of the wall at $|\varphi|=45^\circ$. A less tilted wall is wider, so the true limit is somewhat higher. With $\gamma=1.76\times10^{11}\ \mathrm{s^{-1}T^{-1}}$, a rough $B_K=100$ mT and $\lambda=100/\pi=31.8$ nm, $u_c$ is about 280 m/s, eight times the drift speed found above. If 31.8 nm is the width of the untilted wall, this is too high, because tilting narrows the wall. With an exchange stiffness of $1.3\times10^{-11}$ J/m, a wall that is 31.8 nm wide when untilted shrinks to about 20 nm at $45^\circ$. The limit is then about 185 m/s, reached near $5\times10^8\ \mathrm{A/cm^2}$, where the heating rate, growing as $j^2$, is almost 30 times larger. These figures hold for the chosen $B_K$, which is small for permalloy. If the anisotropy comes from the shape of a thin strip and is described by local demagnetizing factors, a wall of this width goes with $B_K\approx0.9$ T, and the same estimate gives about 800 m/s, or $2\times10^9\ \mathrm{A/cm^2}$.

In this model the adiabatic torque alone cannot keep a damped wall moving at $10^8\ \mathrm{A/cm^2}$. The wall starts at the speed $u$, damping builds up the tilt, and the wall slows down over a time $1/(\alpha\gamma B_K)$, where $\alpha$ is the Gilbert damping constant. For $\alpha=0.01$ and $B_K=100$ mT this time is 5.7 ns: the wall covers about 80 nm in the first 3 ns and stops after about 200 nm. Without damping it would not tilt and would keep the speed $u$. The perpendicular torque has no such threshold. If its relative size is $\beta$ and the Gilbert damping constant is $\alpha$, it moves an unpinned wall at the speed $\beta u/\alpha$ as long as the motion is steady. For small $\alpha$ and $\beta$ the tilt must then balance only the difference between $u$ and the wall speed, so steady motion requires $|1-\beta/\alpha|\,u$ to stay below the limit found above. For $\beta=3\alpha$ this halves the largest allowed $u$.

The 35 m/s is therefore the speed of an undamped texture, with or without anisotropy, and the initial speed of a damped one. With $\alpha=0.01$, the same exchange stiffness $A$ and no perpendicular torque, a perfectly uniform spiral would slowly tilt out of its plane, and its speed would rise by about 18\% within the 2.9 ns. In a wire of several turns the spiral is also unstable, even without damping: ripples longer than one full turn grow at rates up to $\gamma Aq^2/M_s\simeq2.8$ per ns. A disturbance of one part in a thousand then becomes large in about 2.5 ns, so in such a wire 35 m/s is only the initial drift speed. The numerical output lists the remaining values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
exchange splitting: 2.0 eV
Fermi energy above midpoint of band bottoms: 3.0 eV
length of half turn: 100 nm
spiral wavenumber q: 0.03142 1/nm
hbar^2/m: 0.07620 eV nm^2
majority Fermi wavenumber: 10.246 1/nm
minority Fermi wavenumber: 7.245 1/nm
majority electron density: 18.17 1/nm^3
minority electron density: 6.42 1/nm^3
tilt at majority Fermi point: 12.26 mrad
tilt at minority Fermi point: 8.67 mrad
collinear polarization: 0.4776
polarization from spiral torque: 0.4776
relative change by finite q: -3.04e-05
same at q = 0.4 1/nm: -4.880e-03
same at q = 0.2 1/nm: -1.230e-03
current density: 1.0e+08 A/cm^2
saturation magnetization: 800 kA/m
conduction-electron part of it: 109 kA/m
torque density: 4.938 kJ/m^3
torque density / magnetization: 6.17 mT
mean s_z per electron under current: 1.25e-06
drift speed u: 34.6 m/s (= nm/ns)
time to drift one half turn: 2.89 ns
rough resistivity: 30 microohm cm
momentum lifetime: 4.81 fs
acceleration torque ratio: 0.068
rough spin-flip time: 0.1 ps
spin-relaxation torque ratio: 0.0033
polarization, majority lifetime doubled: 0.700
temperature of use: 300 K
relative thermal change of P: -6.6e-05
rough heat capacity: 4.0 J/(cm^3 K)
Joule heating without cooling: 75 K/ns
rough hard-axis field: 100 mT
wall width parameter: 31.8 nm
threshold drift speed of a wall: 280 m/s
threshold current density: 8.1e+08 A/cm^2
model test, drift speed (hbar=m=1): 0.2244
\end{verbatim}
